# Where a free-carrier photoluminescence peak lies relative to the band gap

**Q:** I have a photoluminescence spectrum of a direct-gap semiconductor at room temperature. I read the gap from the position of the maximum. Electrons relax to the bottom of the conduction band and holes to the top of the valence band, so most photons should come out at the gap energy $E_g$. What could be wrong with that?

**A:** You are right that a state at the band edge is more likely to be occupied than a state further in. But the spectrum counts photons in a small energy interval, and that number is a product: how many pairs of states can emit in the interval, times the probability that such a pair is ready to emit. Your argument uses the second factor alone. How many pairs of states do you have at the edge itself?

**Q:** In a bulk crystal the density of states goes to zero there. So the intensity at the gap would be zero?

**A:** In the simplest model, yes. Let me set it up. Both bands are parabolic and isotropic, with their extrema at the same wavevector, taken as $k=0$. The electrons and holes are free: their Coulomb attraction is ignored. The photon's wavevector is neglected, so an electron at $\mathbf k$ drops into an empty valence state at the same $\mathbf k$. I set $\hbar=1$ and measure masses in free-electron masses, as in atomic units. The photon energy is then

$$E=E_g+\frac{k^2}{2m_e}+\frac{k^2}{2m_h}=E_g+\frac{k^2}{2m_r},\qquad \frac1{m_r}=\frac1{m_e}+\frac1{m_h}.$$

Both kinetic terms are positive, because a hole deeper in the valence band means a lower final state for the electron and hence a larger photon energy.

Now count the pairs. Per unit volume, with a factor 2 for spin, the number of states with wavevector magnitude below $k$ is

$$N=2\,\frac{4\pi k^3/3}{(2\pi)^3}=\frac{k^3}{3\pi^2}.$$

Write $\varepsilon=E-E_g$ for the excess energy. Then $k=(2m_r\varepsilon)^{1/2}$, and

$$N(\varepsilon)=\frac{(2m_r\varepsilon)^{3/2}}{3\pi^2},\qquad \frac{dN}{d\varepsilon}=\frac{(2m_r)^{3/2}}{2\pi^2}\,\sqrt{\varepsilon}.$$

This joint density of states vanishes at the gap and grows as a square root.

**Q:** And the occupation factor? There are two carriers, so I would expect two Boltzmann factors.

**A:** There are two, and they combine simply. Let the carriers have a common temperature $T$ and be nondegenerate, which means that the occupations are much smaller than one. The electron has kinetic energy $\varepsilon_e=k^2/2m_e$ and the hole $\varepsilon_h=k^2/2m_h$. Their occupations are

$$f_e\approx e^{\eta_e-\varepsilon_e/k_BT},\qquad f_h\approx e^{\eta_h-\varepsilon_h/k_BT}.$$

Here $\eta_e$ and $\eta_h$ are the quasi-Fermi levels measured into their bands in units of $k_BT$; both are strongly negative in this regime. Since $\varepsilon_e+\varepsilon_h=\varepsilon$,

$$f_ef_h\approx e^{\eta_e+\eta_h}\,e^{-\varepsilon/k_BT}.$$

The first factor sets the brightness but not the shape. Take the optical matrix element as constant and, for the moment, drop slowly varying powers of $E$. With $x=\varepsilon/k_BT$ the photon spectrum per unit energy is

$$I(x)\propto\sqrt{x}\,e^{-x}\quad(x>0),\qquad I=0\quad(x<0).$$

**Q:** So it rises from zero and then decays. Where is the maximum?

**A:** Differentiate the logarithm, which has its maximum at the same place:

$$\frac{d\ln I}{dx}=\frac{1}{2x}-1=0\quad\Longrightarrow\quad x=\frac12 .$$

The second derivative, $-1/(2x^2)$, is negative for all $x>0$, so this is the one maximum. In energy,

$$E_{\rm peak}=E_g+\tfrac12k_BT .$$

Below this point, adding states wins over losing occupation; above it, the loss wins.

**Q:** Can you put numbers on it?

**A:** Take a model material with $E_g=1.5$ eV, $m_e=0.1$ and $m_h=0.5$ at 300 K. Then $k_BT=25.85$ meV, and the peak is $25.85/2=12.93$ meV above the gap, at 1.5129 eV. Reading it as the gap gives an error of $12.93/1500$, or about 0.9 percent of the gap.

The intensity relative to the maximum is

$$\frac{I(x)}{I(1/2)}=\sqrt{2x}\;e^{1/2-x}.$$

At $x=0.1$ this is $0.447\times1.492=0.667$; at $x=2$ it is $2\times0.223=0.446$. The line climbs steeply and falls slowly.

The lineshape was also checked without the counting formula, by summing vertical transitions over a grid of wavevectors with full Fermi occupations for a dilute gas. The maximum came out at $0.499\,k_BT$, and the largest deviation of any energy bin from the formula was 0.25 percent of that bin's predicted content.

**Q:** Something bothers me. The electron has thermal energy and so does the hole. Why is the offset not larger, with each carrier bringing its own share?

**A:** Each does bring a share, but the shares are tied together by the common wavevector. The electron's part of the excess is

$$a_e=\frac{\varepsilon_e}{\varepsilon}=\frac{m_r}{m_e}=\frac{m_h}{m_e+m_h},\qquad a_h=\frac{m_e}{m_e+m_h},\qquad a_e+a_h=1 .$$

In the example $a_e=0.5/0.6=5/6$. At the peak the electron contributes $\tfrac56\times12.93=10.8$ meV and the hole the remaining 2.2 meV.

Your picture of independent shares describes a different case, in which disorder lets any electron recombine with any hole with equal strength. Then we must add up all ways of dividing $x$ into $y$ and $x-y$. Each band has its own square-root density of states:

$$I(x)\propto\int_0^x\sqrt y\,e^{-y}\sqrt{x-y}\,e^{-(x-y)}\,dy=x^2e^{-x}\int_0^1\sqrt{t(1-t)}\,dt=\frac{\pi}{8}\,x^2e^{-x}.$$

I substituted $y=xt$; the last integral is the area of a half disk of radius $1/2$. Any line $x^pe^{-x}$ with $p>0$ satisfies $p/x-1=0$ at its maximum, so it peaks at $x=p$. Here $p=2$, and the peak is $2k_BT=51.7$ meV above the gap. A numerical evaluation of the convolution gives the same position.

**Q:** Then the offset measures how the number of available pairs grows. What about a quantum well?

**A:** For ideal two-dimensional bands, with one subband in each, the count per unit area is

$$N=2\,\frac{\pi k^2}{(2\pi)^2}=\frac{k^2}{2\pi}=\frac{m_r\varepsilon}{\pi}.$$

Its derivative is constant, so $p=0$ and the line is a bare exponential starting at the edge. There your original rule holds for an unbroadened line from dilute carriers, with $E_g$ replaced by the transition energy between the two subband edges. The corresponding two-dimensional grid sum indeed has its highest bin at the edge. So the half $k_BT$ belongs to free, dilute carriers in bulk parabolic bands with wavevector conservation. It is not a general thermal correction.

**Q:** You dropped "slowly varying powers of $E$". Do they matter?

**A:** A little. Suppose the spectrum carries an extra factor $E^m$. With $g=E_g/k_BT$ we have $E=k_BT(g+x)$, and the condition for the maximum becomes

$$\frac{1}{2x}+\frac{m}{g+x}=1 .$$

Multiplying by $2x(g+x)$ gives $g+x+2mx=2gx+2x^2$, or

$$2x^2+(2g-1-2m)x-g=0 .$$

The product of the roots is negative, so there is one positive root. For large $g$, put $x=\tfrac12+\delta$. Then $1/(2x)=1/(1+2\delta)\approx1-2\delta$ and $m/(g+x)\approx m/g$, which gives $\delta\approx m/(2g)$.

For the photon rate per unit energy, the density of photon modes grows as $E^2$, while the squared vector potential of one photon falls as $1/E$. With a constant momentum matrix element and a constant refractive index this leaves $m=1$. In the example $g=58.02$, so $\delta\approx1/116=0.0086$. The full root is $x=0.5087$, which moves the peak from 12.93 to 13.15 meV above the gap. In a real crystal, band nonparabolicity gives a shift of the same order. A conduction band obeying $\varepsilon_e(1+\varepsilon_e/E_g)=k^2/2m_e$, with a constant matrix element and without the factor $E$, puts the maximum at $x\approx0.515$.

**Q:** My spectrometer plots against wavelength. I convert the peak wavelength to an energy. Is that harmless?

**A:** Here it costs about half a meV. Equal wavelength intervals are not equal energy intervals. From $E=hc/\lambda$,

$$I_\lambda=I_E\left|\frac{dE}{d\lambda}\right|=I_E\,\frac{hc}{\lambda^2}=I_E\,\frac{E^2}{hc}.$$

This adds two powers of $E$, so $m=3$ for photons counted per unit wavelength. The maximum is then at $x=0.527$, or 13.62 meV above the gap, compared with 13.15 meV on the energy scale. In wavelength it lies at 819.1 nm, while the gap corresponds to 826.6 nm. If the detector signal is calibrated as power instead of photon number, each photon contributes its energy and $m$ rises by one more. It is cleaner to convert the whole spectrum to photons per unit energy before looking for the maximum.

**Q:** What if I pump harder? The occupations will not stay small.

**A:** Then the Boltzmann factors must be replaced by Fermi functions. Using the shares $a_e$ and $a_h$,

$$I\propto\sqrt x\,f_ef_h,\qquad f_i=\frac{1}{1+e^{a_ix-\eta_i}},\qquad i=e,h .$$

The derivative of each logarithm is

$$\frac{d\ln f_i}{dx}=-a_i\,\frac{e^{a_ix-\eta_i}}{1+e^{a_ix-\eta_i}}=-a_i(1-f_i),$$

so the maximum obeys

$$\frac{1}{2x}=a_e(1-f_e)+a_h(1-f_h).$$

The right side is less than $a_e+a_h=1$, hence $x>\tfrac12$. Filling the bands moves the peak up relative to a fixed gap. The solution is unique, because the left side falls with $x$ while the right side rises.

For weak filling, set $x=\tfrac12+\delta$ and $f_i\approx e^{\eta_i-a_i/2}$. The condition becomes $1-2\delta\approx1-\sum_i a_ie^{\eta_i-a_i/2}$, so

$$\delta\approx\frac12\sum_{i=e,h}a_i\,e^{\eta_i-a_i/2}.$$

At $10^{16}$ carriers of each kind per cm³, $\eta_e=-4.369$, and the electron term is $\tfrac12\times0.833\times0.0127\times0.659=0.0035$. With the small hole term the estimate is 0.00356, against 0.00355 from the full condition. That is about 0.1 meV.

At $10^{18}$ cm⁻³ the electron quasi-Fermi level has entered the band, with $\eta_e=0.67$, and the peak is 22.3 meV above the gap. At $3\times10^{18}$ cm⁻³ it is 41.4 meV above. At that last density $\eta_e+\eta_h=1.6$ is positive, so the gas has optical gain near the edge, and the value describes spontaneous emission alone. These numbers hold the gap fixed. Interactions in a dense carrier gas also change the gap itself, and this model leaves that out.

**Q:** My measured line does not start with a sharp edge either. Does smearing just round the corner and leave the peak in place?

**A:** It moves the peak too, because the line is asymmetric. Let the broadening be Gaussian with standard deviation $s$ in units of $k_BT$. For small $s$, averaging over the Gaussian gives $I+\tfrac12s^2I''$ to leading order, since the linear term averages to zero. Setting the derivative to zero at $x=\tfrac12+\delta$, where $I'\approx I''\delta$, gives

$$I''\delta+\tfrac12s^2I'''=0,\qquad \delta=-\frac{s^2I'''}{2I''}.$$

Now let $L=\ln I$. At the original maximum $L'=0$, so $I''=I\,L''$ and $I'''=I\,L'''$ there. From $L''=-1/(2x^2)=-2$ and $L'''=1/x^3=8$,

$$\delta=-\frac{8s^2}{2(-2)}=2s^2 .$$

The shift is upward. For $s=0.1$, a broadening of 2.6 meV in the example, this predicts 0.020; the direct convolution gives 0.0205. For $s=0.5$, or 12.9 meV, the formula would give 0.50, but the computed shift is 0.33. That broadening is outside the small-$s$ regime. The peak is then 21.6 meV above the gap, so subtracting $k_BT/2$ would still leave $21.57-12.93=8.64$ meV of error.

**Q:** Would another feature of the line mark the gap better than the maximum?

**A:** For the ideal, unbroadened line, the half-maximum point on the low-energy side does. Half the peak height means $\sqrt x\,e^{-x}=\tfrac12\sqrt{1/2}\,e^{-1/2}$. Squaring gives

$$x\,e^{-2x}=\frac{1}{8e}\quad\Longrightarrow\quad(-2x)\,e^{-2x}=-\frac{1}{4e}.$$

The Lambert function $W$ is defined by $We^W=z$, so $x=-\tfrac12W(-1/4e)$. Its two real branches give $x=0.051$ and $x=1.846$. The lower point is 1.3 meV above the gap in the example, about a tenth of the peak's offset. With Gaussian broadening this point still lies closer to the gap than the peak does, provided the standard deviation is below about $2k_BT$. For the broadenings of 2.6 and 12.9 meV used above, it is 1.9 meV above and 0.8 meV below the gap, while the peak is 13.5 and 21.6 meV above. It is not an exact marker, however: at a broadening of 25.9 meV it has moved to 9.5 meV below the gap.

The difference of the two points is a useful check: the full width is $1.795\,k_BT$, or 46.4 meV at 300 K. A markedly different width tells you that the simple line, or the assumed carrier temperature, does not describe your data. A matching width alone does not prove the model. For dilute carriers, the better procedure is to fit the whole line, with gap, temperature and broadening as parameters. At high carrier density the fit must use Fermi functions in place of the Boltzmann factors, or the fitted gap and temperature will be biased.

**Q:** Are there cases in which the peak lies below $E_g+k_BT/2$?

**A:** Yes. If the electron and hole are bound as an exciton at rest, the pair's energy is lower than $E_g$ by the binding energy, and so is the photon's when the pair recombines without other excitations. The free-carrier formula does not apply to that line. The same attraction also strengthens the emission of unbound pairs close to the gap, which pulls their peak down too. In the hydrogen-like model without screening, a binding energy of 4.2 meV is enough to put the maximum of the unbroadened emission from unbound pairs at the gap itself at 300 K.

Reabsorption also pulls the peak down. Suppose the fraction of photons that escapes the sample is $P(x)$, and that $P$ falls with $x$ because absorption grows above the gap. The condition becomes $1/(2x)=1-P'/P$. Since $P'<0$, the right side exceeds one, and $x<\tfrac12$.

**Q:** If I want only the change of the gap with temperature, the offset should cancel.

**A:** It does not, because it is proportional to $T$. In the ideal model, with carriers at the sample temperature,

$$\frac{dE_{\rm peak}}{dT}=\frac{dE_g}{dT}+\frac{k_B}{2},\qquad \frac{k_B}{2}=0.0431\ \text{meV/K}.$$

The offset is 4.3 meV at 100 K and 17.2 meV at 400 K. If the gap shrinks on heating, the peak moves down by 12.9 meV less than the gap does over that range.

**Q:** So for my bulk sample I should first check the width and the carrier density, and subtract $k_BT/2$ only if the simple line fits.

**A:** Yes, provided the broadening is also small compared with $k_BT$, and quote the gap as a result of that lineshape model. A good fit is necessary but not sufficient, because a broadened excitonic line can imitate the free-carrier one. Take the unscreened hydrogen-like model with a binding energy of 4.2 meV at 300 K and a Gaussian broadening of 10 to 16 meV. Its width is 1.5 to $2.0\,k_BT$, and the broadened free-carrier line fits it to about one percent of the peak height. Yet the fitted gap is about 14 meV too low and the fitted temperature is about 240 to 250 K. A fitted temperature below that of the sample is a warning sign. Unless the attraction is known to be screened, include it in the lineshape. The main values used here are in the numerical output below.

## Table of computed values

```
gap: 1.500 eV; temperature: 300 K
electron, hole mass: 0.10, 0.50 free-electron masses
reduced mass: 0.08333 free-electron masses
kB T: 25.852 meV; gap/(kB T): 58.023
peak above gap: 0.5000 kB T = 12.926 meV
peak energy: 1.51293 eV
k-grid sum, peak above gap: 0.499 kB T
k-grid sum, largest bin deviation: 0.25 percent
mean above gap: 1.5000 kB T = 38.78 meV
lower half maximum: 0.0509 kB T = 1.32 meV above gap
upper half maximum: 1.8463 kB T = 47.73 meV above gap
full width at half maximum: 1.7954 kB T = 46.41 meV
intensity/maximum at x = 0.00: 0.0000
intensity/maximum at x = 0.10: 0.6672
intensity/maximum at x = 0.25: 0.9079
intensity/maximum at x = 0.50: 1.0000
intensity/maximum at x = 1.00: 0.8578
intensity/maximum at x = 2.00: 0.4463
intensity/maximum at x = 4.00: 0.0854
2D k-grid sum, highest bin: x = 0.00 to 0.05
no k conservation, peak above gap: 2.000 kB T = 51.70 meV
with factor E, peak above gap: 0.5087 kB T = 13.151 meV
per-wavelength photon peak above gap: 0.5270 kB T = 13.624 meV
gap wavelength: 826.56 nm; per-wavelength photon peak: 819.12 nm
density 1e+16 cm^-3: electron eta -4.369, peak 0.5035 kB T = 13.02 meV above gap
density 1e+17 cm^-3: electron eta -2.027, peak 0.5356 kB T = 13.85 meV above gap
density 1e+18 cm^-3: electron eta 0.669, peak 0.8642 kB T = 22.34 meV above gap
density 3e+18 cm^-3: electron eta 2.603, peak 1.6022 kB T = 41.42 meV above gap
leading filling shift at 1e+16 cm^-3: 0.00356 kB T; full: 0.00355 kB T
broadening 0.1 kB T = 2.59 meV: peak 0.5205 kB T = 13.46 meV above gap
broadening 0.5 kB T = 12.93 meV: peak 0.8343 kB T = 21.57 meV above gap
kB T/2 at 100 K: 4.31 meV
kB T/2 at 200 K: 8.62 meV
kB T/2 at 300 K: 12.93 meV
kB T/2 at 400 K: 17.23 meV
kB/2: 0.04309 meV/K
```
